\section*{Axial Ising model for silicon carbide polytypes: energies and ground states, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: energies and possible ground states}

Silicon carbide is built from flat bilayers, each one sheet of silicon and one sheet of carbon, stacked along one axis. Seen along this axis a bilayer takes one of three lateral positions, A, B or C, and two successive bilayers never take the same one. The polytypes differ in the order of the letters. Those of the problem are
\begin{equation*}
\text{2H: AB},\qquad \text{3C: ABC},\qquad \text{4H: ABCB},\qquad \text{6H: ABCACB},
\end{equation*}
each repeated without end.

Since a letter never repeats at once, every step is one of two shifts. Give bilayer $i$ the spin $s_i=+1$ if the step to bilayer $i+1$ goes forward (A$\to$B, B$\to$C or C$\to$A), and $s_i=-1$ if it goes backward. A stacking is then a chain of spins. Let
\begin{equation}
c_n=\langle s_i s_{i+n}\rangle
\end{equation}
be the average over all layers $i$ of the product of two spins $n$ layers apart. The model energy per Si--C pair is
\begin{equation}
E=E_0-J_1c_1-J_2c_2-J_3c_3 .
\label{eq:model}
\end{equation}
Each pair of layers is counted once, and a positive $J_n$ favours equal spins at distance $n$. The layers are flat and uniform, and the energies are static: no vibrations and no temperature enter until the second half.

\subsection*{(a) The form of the energy and the four polytypes}

\textit{Explain why no odd products of spins occur in the energy, and which term of the same range has been left out of (\ref{eq:model}). Then find the energies of 3C, 2H, 4H and 6H.}

\textbf{Solution.} Turn the whole crystal by $180^\circ$ about the stacking axis. The lateral shift that led from A to B is reversed, so every forward step becomes a backward one and all spins change sign. A rotation does not change the energy, so only products of an even number of spins can appear.

Take four consecutive spins, the most that a coupling of range three can connect. Their even products are the constant, three products of nearest neighbours, two of second neighbours, one of third neighbours, and the product of all four. After averaging along the chain, the pair products give $c_1$, $c_2$ and $c_3$. The four-spin average $\langle s_is_{i+1}s_{i+2}s_{i+3}\rangle$ is allowed by symmetry as well. Its omission is an assumption of the model, and its possible effect is sized in part (g).

The letters give the spins. In 3C all steps are forward: $+++\cdots$. In 2H they alternate: $+-$. In 4H the steps A$\to$B, B$\to$C, C$\to$B, B$\to$A give $++--$. In 6H there are three forward and three backward steps: $+++---$.

For 3C every product is $+1$, so $c_1=c_2=c_3=1$. For 2H, spins an odd distance apart are opposite and spins an even distance apart are equal, so $(c_1,c_2,c_3)=(-1,1,-1)$.

For 4H the neighbour products around one period are $+,-,+,-$, so $c_1=0$. Spins two apart are always opposite, so $c_2=-1$. Three steps forward in a period of four is the same as one step back, so $c_3=c_1=0$.

For 6H the products around one period are
\begin{align*}
n=1:&\quad +,+,-,+,+,-, & c_1&=\tfrac{4-2}{6}=\tfrac13,\\
n=2:&\quad +,-,-,+,-,-, & c_2&=\tfrac{2-4}{6}=-\tfrac13,\\
n=3:&\quad -,-,-,-,-,-, & c_3&=-1 .
\end{align*}
Inserting these averages in (\ref{eq:model}) gives
\begin{align}
E_{3C}&=E_0-J_1-J_2-J_3, \label{eq:3C}\\
E_{2H}&=E_0+J_1-J_2+J_3, \label{eq:2H}\\
E_{4H}&=E_0+J_2, \label{eq:4H}\\
E_{6H}&=E_0-\tfrac13J_1+\tfrac13J_2+J_3. \label{eq:6H}
\end{align}
A negative $J_2$ favours 4H, in which all second neighbours are opposite. A negative $J_3$ favours 6H and 2H, in both of which all third neighbours are opposite.

\subsection*{(b) Couplings from energies}

\textit{Suppose the four energies are known from a calculation of the electronic structure. Find $E_0$, $J_1$, $J_2$ and $J_3$. How does an error in the energies affect $J_3$, and does a successful fit support the model?}

\textbf{Solution.} Adding (\ref{eq:3C}) and (\ref{eq:2H}) removes $J_1$ and $J_3$:
\begin{equation}
E_{3C}+E_{2H}=2E_0-2J_2 .
\label{eq:sum}
\end{equation}
Adding $2E_{4H}=2E_0+2J_2$ removes $J_2$; subtracting (\ref{eq:sum}) from it removes $E_0$. Hence
\begin{equation}
E_0=\frac{2E_{4H}+E_{3C}+E_{2H}}{4},\qquad
J_2=\frac{2E_{4H}-E_{3C}-E_{2H}}{4}.
\end{equation}
Two combinations of $J_1$ and $J_3$ remain. Half the difference of (\ref{eq:2H}) and (\ref{eq:3C}) is
\begin{equation*}
a\equiv\tfrac12(E_{2H}-E_{3C})=J_1+J_3 ,
\end{equation*}
and three times (\ref{eq:6H}), rearranged, is
\begin{equation*}
b\equiv 3E_0+J_2-3E_{6H}=J_1-3J_3 .
\end{equation*}
Therefore $a-b=4J_3$ and $3a+b=4J_1$. With $E_0$ and $J_2$ inserted, $b=2E_{4H}+\tfrac12(E_{3C}+E_{2H})-3E_{6H}$, so that
\begin{align}
J_1&=\frac{3a+b}{4}=\frac{2E_{2H}-E_{3C}+2E_{4H}-3E_{6H}}{4},\\
J_3&=\frac{a-b}{4}=\frac{3E_{6H}-2E_{4H}-E_{3C}}{4}. \label{eq:J3}
\end{align}
The energy of 2H has dropped out of $J_3$. If each energy may be wrong by up to $\delta$ in either direction, (\ref{eq:J3}) may be wrong by up to $(3+2+1)\delta/4=1.5\,\delta$. The possible error of $J_3$ is thus larger than that of a single energy, which matters most when $J_3$ is small.

Four energies determine four parameters whatever their values are, so the fit cannot fail and does not support the model. A fifth structure is needed for a test. Part (e) supplies one.

\subsection*{(c) Which structures can be ground states?}

\textit{The four polytypes were chosen by name. Among all possible stackings, of any period or none, which can have the lowest energy?}

\textbf{Solution.} Describe the chain by its bonds $t_i=s_is_{i+1}$. A bond is $+1$ where two successive steps have the same sense and $-1$ where the sense turns. Because $s_i^2=1$,
\begin{equation*}
s_is_{i+2}=t_it_{i+1},\qquad s_is_{i+3}=t_it_{i+1}t_{i+2},
\end{equation*}
so the energy is $E_0$ plus the average of
\begin{equation}
\varepsilon(t_i,t_{i+1},t_{i+2})=-J_1t_i-J_2t_it_{i+1}-J_3t_it_{i+1}t_{i+2}.
\label{eq:eps}
\end{equation}
Now draw a graph with four vertices, the possible pairs of successive bonds: $(++)$, $(+-)$, $(-+)$ and $(--)$. Moving one layer along the chain leads from the vertex $(t_i,t_{i+1})$ to the vertex $(t_{i+1},t_{i+2})$. The two vertices fix all three bonds, so each move has a definite energy (\ref{eq:eps}). Every stacking is a walk on this graph, and its energy is the average over the moves.

Follow a walk of $N$ moves. As soon as a vertex is visited a second time, cut out the closed piece between the two visits and continue with the rest. Each piece cut out is a simple cycle, that is, a closed path that visits no vertex twice. At the end no vertex is repeated, and at most three moves are left over. For $N\to\infty$ these do not affect the average. The energy of any stacking is therefore a weighted average of the energies of simple cycles, with weights that are the shares of layers in each. An average cannot lie below its smallest member, and repeating the cheapest cycle reaches that value. It is enough to compare the simple cycles.

They can be listed completely. Two are loops on one vertex, $(++)$ or $(--)$. Any other cycle contains bonds of both signs, so it passes through $(+-)$ and $(-+)$. From $(+-)$ it reaches $(-+)$ either directly or through $(--)$; from $(-+)$ it returns to $(+-)$ either directly or through $(++)$. That makes $2\times2=4$ cycles, and six in all.

Each cycle is named by its repeated bonds. If the product of the bonds is $+1$, the spins repeat with the same period; if it is $-1$, they repeat after two periods:
\begin{align*}
(+)&:\ +\ \text{(3C)}, & (-)&:\ +-\ \text{(2H)},\\
(+-)&:\ ++--\ \text{(4H)}, & (++-)&:\ +++---\ \text{(6H)},\\
(+--)&:\ ++-, & (++--)&:\ +++- .
\end{align*}
The last two are new. In $++-$ the spins sum to $+1$, so one period moves the letter forward by one position and the letters close after three periods, or nine layers. This is the polytype 9R. In $+++-$ the sum is $+2$, and the letters again close after three periods, now twelve layers: 12R.

For 9R the bonds $+,-,-$ have the average $-\tfrac13$. The products of two successive bonds are $-,+,-$, again with average $-\tfrac13$, and the product of three is $+1$. Thus
\begin{equation}
E_{9R}=E_0+\tfrac13J_1+\tfrac13J_2-J_3 .
\label{eq:9R}
\end{equation}
For 12R the bonds $+,+,-,-$ have the average zero; the products of two are $+,-,+,-$ and those of three are $-,+,+,-$. All three averages vanish, so $E_{12R}=E_0$. The result for $E_0$ in part (b) then reads
\begin{equation}
E_{12R}=\tfrac14\left(E_{3C}+E_{2H}+2E_{4H}\right).
\end{equation}
Being an average of three other energies, $E_{12R}$ can at best tie with them, and only if all three equal $E_0$. By (\ref{eq:4H}) this requires $J_2=0$, and then by (\ref{eq:3C}) $J_3=-J_1$. In that case $E_{6H}=E_0-\tfrac43J_1$ and $E_{9R}=E_0+\tfrac43J_1$, one of which is lower unless $J_1=0$ too. Hence 12R is not a ground state unless all couplings vanish.

The possible ground states are therefore 3C, 2H, 4H, 6H and 9R. The four polytypes named at the start are not a complete list. For $J_1=0$, $J_2=-1$, $J_3=1$ in any unit, and energies measured from $E_0$, the best of the four is 4H with $-1$, but 9R has $-\tfrac13-1=-\tfrac43$.

\subsection*{(d) The regions of the five ground states}

\textit{Find the conditions on $J_1$, $J_2$, $J_3$ under which each of the five has the lowest energy.}

\textbf{Solution.} A symmetry halves the work. Reverse every second spin. Products at odd distance change sign and those at even distance do not, so $c_1\to-c_1$, $c_2\to c_2$, $c_3\to-c_3$. The energy is unchanged if $J_1$ and $J_3$ are reversed as well. This exchanges 3C with 2H and 6H with 9R, and leaves 4H in place, as (\ref{eq:3C})--(\ref{eq:6H}) and (\ref{eq:9R}) confirm.

\textit{6H.} Subtracting the energies gives
\begin{align}
E_{6H}-E_{3C}&=\tfrac23\,(J_1+2J_2+3J_3),\label{eq:d1}\\
E_{6H}-E_{4H}&=-\tfrac13\,(J_1+2J_2-3J_3),\label{eq:d2}\\
E_{6H}-E_{2H}&=-\tfrac43\,(J_1-J_2),\\
E_{6H}-E_{9R}&=-\tfrac23\,(J_1-3J_3).
\end{align}
All four must be negative. The first two say $3J_3<J_1+2J_2<-3J_3$, which is possible only for $J_3<0$. The third says $J_2<J_1$. The fourth then follows: $3J_1>J_1+2J_2>3J_3$ gives $J_1>J_3$, and $J_3>3J_3$ for negative $J_3$. So 6H is the ground state for
\begin{equation}
|J_1+2J_2|<-3J_3\quad\text{and}\quad J_2<J_1 .
\label{eq:reg6H}
\end{equation}

\textit{9R.} Reversing $J_1$ and $J_3$ in (\ref{eq:reg6H}) gives
\begin{equation}
|J_1-2J_2|<3J_3\quad\text{and}\quad J_1+J_2<0 .
\label{eq:reg9R}
\end{equation}
This needs $J_3>0$. For $J_3\le0$ a comparison of the four original polytypes is therefore sufficient; for $J_3>0$ it can give a wrong answer, as in the example of part (c).

\textit{4H.} The differences from 3C and 6H require $J_1+2J_2+J_3<0$ and $J_1+2J_2-3J_3<0$. Their mirror images, for 2H and 9R, are $-J_1+2J_2-J_3<0$ and $-J_1+2J_2+3J_3<0$. Together they say
\begin{equation}
2J_2<-\max\left(|J_1+J_3|,\;|J_1-3J_3|\right).
\label{eq:reg4H}
\end{equation}

\textit{3C.} The comparisons with 2H, 4H and 6H give the first three of the following conditions. The last comes from $E_{3C}-E_{9R}=-\tfrac43(J_1+J_2)$:
\begin{equation}
J_1+J_3>0,\quad J_1+2J_2+J_3>0,\quad J_1+2J_2+3J_3>0,\quad J_1+J_2>0 .
\label{eq:reg3C}
\end{equation}

\textit{2H.} The conditions are (\ref{eq:reg3C}) with $J_1$ and $J_3$ reversed in sign.

These inequalities were tested on 600 randomly drawn sets of couplings. The lowest energy over chains of any length, found by a search on the graph of three successive spins, agreed each time with that of the one polytype that the inequalities select.

\section*{Second half: boundaries, example and limits}

The spin $s_i=\pm1$ gives the sense of the step from bilayer $i$ to the next, $t_i=s_is_{i+1}$ is a bond, and $c_n=\langle s_is_{i+n}\rangle$. The energy per Si--C pair is $E=E_0-J_1c_1-J_2c_2-J_3c_3$, and the five possible ground states have
\begin{align*}
E_{3C}&=E_0-J_1-J_2-J_3, & E_{2H}&=E_0+J_1-J_2+J_3,\\
E_{6H}&=E_0-\tfrac13J_1+\tfrac13J_2+J_3, & E_{9R}&=E_0+\tfrac13J_1+\tfrac13J_2-J_3,
\end{align*}
and $E_{4H}=E_0+J_2$. Every stacking is a walk on the graph of bond pairs, and its energy is a weighted average over the simple cycles $(+)$ for 3C, $(-)$ for 2H, $(+-)$ for 4H, $(++-)$ for 6H, $(+--)$ for 9R and $(++--)$ for 12R. Reversing $J_1$ and $J_3$ exchanges 3C with 2H and 6H with 9R. The regions of the ground states are (\ref{eq:reg6H})--(\ref{eq:reg3C}).

The first half has found the energies of the polytypes, shown that only 3C, 2H, 4H, 6H and 9R can be ground states, and given the conditions on the couplings for each. There remain the boundaries between their regions, a worked example, and the effects of omitted couplings, temperature and layer-by-layer growth.
